\section*{Why Confinement Changes Electron Piezoresistance in (001) Silicon Inversion Layers}

\section{The same stress, two responses}

Pull a bar of n-type silicon along [100] and pass a current along the pull: the resistance falls. Pull an (001) silicon inversion layer in the same way and its resistance also falls, but less, and the difference grows with the confinement. For a current perpendicular to the pull, the bulk resistance rises, while that of the layer may barely change or may even fall. The crystal, the strain and the shift of each band edge per unit stress are the same. Two differences are examined here: where the electrons are before the stress is applied and, in the layer, that the valleys no longer have equal relaxation times.

The conduction band has six equivalent ellipsoidal valleys, two on each cubic axis. I call the pairs $x$, $y$ and $z$ after their long axes. The mass is $m_l$ along the long axis and $m_t<m_l$ across it, with $K=m_l/m_t$. The layer is confined along $z$. Stress $X$ acts along $x$, with tension positive, and
\begin{equation}
\pi=\frac1\rho\frac{d\rho}{dX}\bigg|_{X=0}
\end{equation}
is called $\pi_L$ for current along $x$ and $\pi_T$ for current along $y$. Changes in the sample's dimensions are excluded. Coefficients are quoted in the unit $U=10^{-11}\,\mathrm{Pa^{-1}}$.

The example uses round model parameters: $m_l=0.9\,m_0$, $m_t=0.2\,m_0$, $K=4.5$, shear deformation potential $\Xi_u=9$ eV, compliances $S_{11}=8\times10^{-12}$ and $S_{12}=-2\times10^{-12}\,\mathrm{Pa^{-1}}$, and $T=300$ K, so that $kT=25.85$ meV.

\section{What stress does in both systems}

\subsection{Valley shifts}

The strains are $\varepsilon_{xx}=S_{11}X$ and $\varepsilon_{yy}=\varepsilon_{zz}=S_{12}X$. To first order the edge of pair $v$ moves by $\Xi_d\,\mathrm{tr}\,\varepsilon+\Xi_u\varepsilon_{vv}$. The first term is common to all valleys and moves no electrons between them at fixed density. Relative to $y$ and $z$, pair $x$ therefore rises by
\begin{equation}
D=\Xi_u(S_{11}-S_{12})X ,
\end{equation}
which is 9 meV per 100 MPa here. Linear response requires $|D|\ll kT$, hence stresses well below about 290 MPa.

\subsection{Redistribution}

Let $n_v$ be the density in pair $v$, $n=\sum_v n_v$, $\chi_v=\partial n_v/\partial E_F$ and $\chi=\sum_v\chi_v$. I assume that stress shifts all levels of a pair rigidly and leaves the confining potential unchanged. Then $n_v$ depends on the Fermi energy measured from that pair's levels, and
\begin{equation}
\delta n_x=\chi_x(\delta E_F-D),\qquad \delta n_{y,z}=\chi_{y,z}\,\delta E_F .
\end{equation}
The density is fixed, so the three changes add to zero. This gives $\delta E_F=cD$ with $c=\chi_x/\chi$. Pairs $x$ and $y$ are equivalent before stress, so $\chi_y=c\chi$ and $\chi_z=(1-2c)\chi$. Hence
\begin{equation}
\delta n_x=-\chi c(1-c)D,\quad
\delta n_y=\chi c^2D,\quad
\delta n_z=\chi c(1-2c)D. \label{dn}
\end{equation}
Tension empties pair $x$, and the electrons divide between $y$ and $z$ in the ratio $c:(1-2c)$.

\subsection{Conductivity}

Let $\tau_4$ be the relaxation time in pairs $x$ and $y$, and $\tau_2$ that in pair $z$, both independent of energy and stress. Define
\begin{equation}
\mu_t=\frac{e\tau_4}{m_t},\qquad \mu_l=\frac{e\tau_4}{m_l},\qquad \mu_2=\frac{e\tau_2}{m_t}.
\end{equation}
Pair $x$ is heavy along $x$ and light along $y$, pair $y$ is the reverse, and pair $z$ is light along both:
\begin{align}
\sigma_{xx}&=e(n_x\mu_l+n_y\mu_t+n_z\mu_2),\\
\sigma_{yy}&=e(n_x\mu_t+n_y\mu_l+n_z\mu_2).
\end{align}
Insert \eqref{dn} and write the loss from $x$ as $1-c=(1-2c)+c$, so that each departing electron is matched with its destination:
\begin{align}
\frac{\delta\sigma_{xx}}{e\chi cD}&=-(1-c)\mu_l+c\mu_t+(1-2c)\mu_2\notag\\
&=(1-2c)(\mu_2-\mu_l)+c(\mu_t-\mu_l),\\
\frac{\delta\sigma_{yy}}{e\chi cD}&=-(1-c)\mu_t+c\mu_l+(1-2c)\mu_2\notag\\
&=(1-2c)(\mu_2-\mu_t)-c(\mu_t-\mu_l).
\end{align}
Before stress $n_x=n_y=pn$, so both conductivities equal $enM$ with $M=(1-2p)\mu_2+p(\mu_t+\mu_l)$. There is no off-diagonal element for this stress, so $\delta\rho/\rho=-\delta\sigma/\sigma$ and
\begin{align}
\pi_L&=-\Xi_u(S_{11}-S_{12})\frac{\chi}{n}\frac cM\big[(1-2c)(\mu_2-\mu_l)+c(\mu_t-\mu_l)\big],\label{L}\\
\pi_T&=-\Xi_u(S_{11}-S_{12})\frac{\chi}{n}\frac cM\big[(1-2c)(\mu_2-\mu_t)-c(\mu_t-\mu_l)\big].\label{T}
\end{align}
In each bracket the first term is transfer from $x$ to $z$ and the second is transfer from $x$ to $y$.

\section{The reference: bulk}

Unstressed bulk has three equally filled pairs, so $p=c=1/3$. Cubic symmetry also makes the relaxation times equal, so $\mu_2=\mu_t$. For Boltzmann statistics $\chi/n=1/kT$. Then $M=(2\mu_t+\mu_l)/3$, the bracket in \eqref{L} is $\tfrac23(\mu_t-\mu_l)$, and with $\mu_t=K\mu_l$
\begin{equation}
\pi_L=-\frac23\,\frac{\Xi_u(S_{11}-S_{12})}{kT}\,\frac{K-1}{2K+1},\qquad \pi_T=-\frac{\pi_L}{2}.
\end{equation}
The numbers are
\begin{equation}
\pi_L=-\frac23\cdot\frac{9\times10^{-11}}{0.025852}\cdot\frac{3.5}{10}\,\mathrm{Pa^{-1}}=-81.2\,U,\qquad \pi_T=+40.6\,U .
\end{equation}
For current along $x$, transfers to $y$ and to $z$ contribute $-40.6\,U$ each, since both turn a heavy carrier into a light one. For current along $y$, transfer to $z$ contributes nothing, because the electron is light before and after. Transfer to $y$ makes it heavy and contributes $+40.6\,U$.

\section{First contribution: populations before stress}

\subsection{The splitting}

Model the layer by a hard wall at $z=0$ and a uniform field $F$:
\begin{equation}
-\frac{\hbar^2}{2m_z}\psi''+eFz\,\psi=E\psi,\qquad \psi(0)=0 .
\end{equation}
With $z=\ell\xi$, $\ell=(\hbar^2/2m_zeF)^{1/3}$ and $E=eF\ell\,a$, this becomes $d^2\psi/d\xi^2=(\xi-a)\psi$. The decaying solution is $\mathrm{Ai}(\xi-a)$, and the wall requires $\mathrm{Ai}(-a)=0$. Thus
\begin{equation}
E_i=a_i\left(\frac{\hbar^2}{2m_z}\right)^{1/3}(eF)^{2/3},
\end{equation}
where $-a_i$ are the zeros of Ai. Pair $z$ has $m_z=m_l$, while $x$ and $y$ have $m_z=m_t$, so pair $z$ lies lower. At $F=5\times10^7$ V/m the lowest levels are 110.6 meV for $z$ and 182.6 meV for $x$ and $y$. The splitting of 72.0 meV is present at zero stress.

\subsection{From splitting to populations}

With spin and both valleys counted, a pair has density of states $2m_d/\pi\hbar^2$ per subband, where $m_d$ is the geometric mean of its in-plane masses. This is $m_t=0.2\,m_0$ for $z$ and $\sqrt{m_lm_t}=0.424\,m_0$ for $x$ and $y$. The density of states thus works against the splitting. With lowest subbands and Boltzmann statistics,
\begin{equation}
\frac{n_z}{n_x}\approx\frac{0.2}{0.424}\,e^{71.99/25.852}\approx7.6 .
\end{equation}
Including the higher subbands and Fermi statistics at $n=10^{16}\,\mathrm{m^{-2}}$ gives fractions 0.107, 0.107 and 0.786 for $x$, $y$ and $z$, a ratio of 7.3. The other inputs to \eqref{L} and \eqref{T} are $c=0.114$ and $kT\chi/n=0.937$; the latter is below one because of Pauli blocking.

In the opposite limit, $F\to0$, many subbands are occupied and their sum becomes a classical phase-space integral:
\begin{equation}
\sum_ie^{-E_i/kT}\to\int_0^\infty\!\!dz\int\!\frac{dk_z}{2\pi}\,e^{-(\hbar^2k_z^2/2m_z+eFz)/kT}
=\sqrt{\frac{m_zkT}{2\pi\hbar^2}}\,\frac{kT}{eF}.
\end{equation}
Multiplied by $m_d$, this is proportional to $\sqrt{m_xm_ym_z}$, the same for every pair, and bulk populations return. At $F=3\times10^5$ V/m and $n=10^{13}\,\mathrm{m^{-2}}$ the computed $z$ fraction is 0.337.

\subsection{Its weight}

Keep $\tau_2=\tau_4$, so that the populations are the sole change apart from the small effect of Fermi statistics. With $\mu_2=\mu_t$ the brackets add up to
\begin{equation}
\pi_L\propto-\frac{\chi}{n}\,\frac{c(1-c)}{M},\qquad \pi_T\propto+\frac{\chi}{n}\,\frac{c^2}{M},\qquad \frac{\pi_T}{\pi_L}=-\frac{c}{1-c}.
\end{equation}
In units of $\mu_t$, $M$ is 0.741 in bulk and $0.786+0.107(1+1/4.5)=0.917$ in the layer. The ratios of layer to bulk are then
\begin{align}
\frac{\pi_L^{\rm layer}}{\pi_L^{\rm bulk}}&=0.937\times\frac{0.1008}{0.2222}\times\frac{0.741}{0.917}=0.34,\\
\frac{\pi_T^{\rm layer}}{\pi_T^{\rm bulk}}&=0.937\times\frac{0.0129}{0.1111}\times\frac{0.741}{0.917}=0.088 .
\end{align}
The layer has $\pi_L=-27.9\,U$ and $\pi_T=+3.6\,U$. The middle factors do most of the work. There are fewer $x$ electrons to move, which costs one power of $c$. The transverse effect also needs them to arrive in $y$, which costs a second power. The last factor says that the mean mobility is already higher in the layer, so a given change is a smaller fraction of the total.

To separate population from two-dimensionality, keep the same well and equal times, take a dilute layer with $n=10^{13}\,\mathrm{m^{-2}}$, and raise pair $z$ by 53.5 meV so that all three pairs are equally filled. A direct calculation at small finite stress gives $\pi_L=-81.2\,U$ and $\pi_T=+40.6\,U$, the bulk values. In this model, with equal relaxation times, the reduction comes from the initial imbalance and not from two-dimensional motion as such.

\section{Second contribution: unequal relaxation times}

Population imbalance with equal times cannot reverse $\pi_T$, since $c^2>0$. A reversal needs transfer from $x$ to $z$ to raise the mobility along $y$, which means $\mu_2>\mu_t$. Cubic symmetry forbids this in unstressed bulk. Confinement removes the symmetry between $z$ and the other two pairs.

For acoustic phonons at high temperature, the phonon number varies as $1/q$ and cancels the $q$ dependence of the squared deformation coupling. Take one coupling constant, independent of the phonon's direction and the same in all valleys. This is a simplification, because the shear potential $\Xi_u$ makes the real coupling depend on direction; the last section gives the consequence. Scattering within a valley is then isotropic, and each event destroys the mean velocity. Summing over the phonon's $q_z$ gives, by Parseval's theorem,
\begin{equation}
\int\frac{dq_z}{2\pi}\left|\int\psi^2e^{iq_zz}dz\right|^2=\int\psi^4dz ,
\end{equation}
and the final density of states supplies a factor $m_d$. Hence $1/\tau\propto m_d\int\psi^4dz$. A wavefunction of width $\ell$ has $\int\psi^4dz\propto1/\ell\propto m_z^{1/3}$, so for the lowest subbands
\begin{equation}
\frac{\tau_2}{\tau_4}=\frac{\sqrt{m_lm_t}}{m_t}\left(\frac{m_t}{m_l}\right)^{1/3}=K^{1/2-1/3}=K^{1/6}=1.285 .
\end{equation}
Pair $z$ is squeezed closer to the wall, which increases its scattering, but it has fewer final states, and the second effect is larger.

By \eqref{T}, $\pi_T$ becomes negative when $(1-2c)(\mu_2-\mu_t)>c(\mu_t-\mu_l)$. Dividing by $(1-2c)\mu_t$ gives
\begin{equation}
\frac{\tau_2}{\tau_4}>1+\frac{c}{1-2c}\left(1-\frac1K\right)=1.114 .
\end{equation}
The estimate 1.285 exceeds this threshold. The two transfer terms, in the order $z$, $y$, become
\begin{align}
\pi_L&=(-26.7-2.9)\,U=-29.6\,U,\\
\pi_T&=(-7.2+2.9)\,U=-4.3\,U .
\end{align}
At fixed populations, unequal times change $\pi_L$ by $-1.7\,U$ and $\pi_T$ by $-7.9\,U$. They are a small correction to the first and decide the sign of the second. A modest mobility difference can do this because most electrons leaving $x$ now go to $z$.

\section{Both contributions as the field varies}

The ratio $K^{1/6}$ ignores scattering into higher subbands. A fuller calculation includes acoustic scattering among all subbands of the same valley, with each channel opening at its threshold energy. The density is held at $10^{16}\,\mathrm{m^{-2}}$. The uniform field ignores the electrons' own field, $en/\epsilon\approx1.5\times10^7$ V/m for silicon's permittivity, which exceeds $F$ in the first row. A self-consistent well with the same mean field moves the equal-time pair at $5\times10^7$ V/m from $-27.9,\ +3.6$ to about $-29.8,\ +4.5$, and $\pi_T$ with $\tau_2/\tau_4=K^{1/6}$ from $-4.3$ to about $-3.8$, so the values hold to a unit or two.

\begin{center}
\begin{tabular}{cccc}
$F$ (V/m) & $z$ fraction & $\pi_L,\pi_T$ equal times ($U$) & $\pi_L,\pi_T$ fuller ($U$)\\
$1\times10^7$ & 0.44 & $-68.7,\ +26.8$ & $-69.5,\ +21.8$\\
$3\times10^7$ & 0.64 & $-45.7,\ +10.4$ & $-47.1,\ +2.6$\\
$5\times10^7$ & 0.79 & $-27.9,\ +3.6$ & $-29.1,\ -2.7$\\
$1\times10^8$ & 0.95 & $-7.2,\ +0.2$ & $-7.6,\ -1.7$
\end{tabular}
\end{center}

The reversal survives, between $3\times10^7$ and $5\times10^7$ V/m. At $5\times10^7$ V/m the mobility ratio of pair $z$ to the light direction of $x$ or $y$ is 1.22 instead of 1.285. Higher subbands add scattering, and they are closer in pair $z$: its first spacing is 82.8 meV, against $K^{1/3}$ times as much in $x$ and $y$. At the strongest field both coefficients are small because both carry the factor $c$: hardly any electrons remain to be moved. The numerical output below lists the complete set of values.

\section{A second case: stress along [110]}

Tension along [110] has normal components $X/2$ on both $x$ and $y$, plus a shear component. The shear does not shift these valleys in the present model, and its effect on the masses is omitted. By linearity, each in-plane current direction then has the coefficient $(\pi_L+\pi_T)/2$. This is $-20.3\,U$ in bulk, $-12.2\,U$ in the layer with equal times and $-16.9\,U$ with $\tau_2/\tau_4=K^{1/6}$.

With equal times the layer thus keeps 60\% of the bulk value, against 34\% for $\pi_L$; with the unequal times it keeps 83\%, against 36\%. Along [110], $x$ and $y$ rise together, so what counts is transfer from both into $z$. The number transferred varies as $\chi c(1-2c)$. At $c=0.114$ the factor $c(1-2c)$ is still 79\% of its bulk value, while the factor $c(1-c)$ that governs $\pi_L$ at equal times is down to 45\%. A longer $\tau_2$ then has two effects. It multiplies the average mobility gained per transferred electron by 1.73, but it also raises the mean mobility $M$, which multiplies the relative change by 0.80. The net factor of 1.39 lifts the 60\% to 83\%.

The factor $c(1-2c)$ is largest at $c=1/4$, not at the bulk value $1/3$, so weak confinement increases it. The larger $M$ of the layer and Fermi statistics offset part of this gain, but the effect can still be enhanced: at $10^7$ V/m the equal-time average is $(-68.7+26.8)/2\approx-21.0\,U$, slightly stronger than bulk. The margin is fragile: in a self-consistent well with the same mean field the average is about $-20.5\,U$, barely different from the bulk $-20.3\,U$.

\section{Beside real silicon}

The chosen masses, deformation potential and compliances are close to those of silicon. Lightly doped n-type silicon has measured coefficients of roughly $-100\,U$ and $+50\,U$, somewhat larger than the model's. The field is reasonable for a strongly inverted channel, but the density is low for one; several times $10^{16}\,\mathrm{m^{-2}}$ is more usual, which makes Fermi statistics more important. At a given field a higher density also raises $c$, and with it the ratio $\tau_2/\tau_4$ needed to reverse $\pi_T$, so the reversal may then require a stronger field. The ratio $K^{1/6}$ itself rests on a direction-independent coupling. In silicon longitudinal phonons couple through $\Xi_d+\Xi_u\cos^2\theta$ and transverse ones through $\Xi_u\sin\theta\cos\theta$, with $\theta$ the angle between the phonon wavevector and the valley's long axis, and confinement weights these differently for pair $z$ and for pairs $x$ and $y$. For the lowest subbands at $5\times10^7$ V/m, with $\Xi_u=9$ eV and a longitudinal-to-transverse elastic constant ratio of 2.8, $\Xi_d=+1$ eV gives $\mu_2/\mu_t=1.10$ and $\pi_T\approx+0.8\,U$, with no reversal, while $\Xi_d=-6$ and $-11.7$ eV give 1.38 and 1.51 with $\pi_T\approx-6$ and $-9\,U$. At this field the sign of $\pi_T$ therefore depends on $\Xi_d$. Real channels also break the assumption of stress-independent relaxation times. Phonons scatter electrons between $z$ and the other pairs, and stress changes the energies of the final states; surface roughness adds its own dependence on the valley. The size of these effects is not calculated here, but their leverage is easy to state: a mobility gain of 1\% per 100 MPa adds $-0.01/10^8\,\mathrm{Pa^{-1}}=-10\,U$. That is modest beside the bulk-to-layer change in $\pi_L$, but more than twice the layer's $|\pi_T|$. Within its assumptions the model therefore gives a strongly reduced longitudinal coefficient and shows how the transverse sign can reverse, but it does not fix the transverse value of a particular device.

\section*{Computed values}
\begin{verbatim}
INPUTS (chosen model parameters)
m_l/m0 = 0.90, m_t/m0 = 0.20, K = 4.500
Xi_d = 1.0 eV, Xi_u = 9.0 eV
S11 = 8.0e-12 1/Pa, S12 = -2.0e-12 1/Pa
T = 300 K, kT = 25.852 meV
field = 5.0e+07 V/m, sheet density = 1.0e+16 1/m^2
relative valley shift per stress = 9.000 meV per 100 MPa
CONFINEMENT BEFORE STRESS
lowest z-pair level = 110.60 meV
second z-pair level = 193.37 meV
lowest x,y-pair level = 182.59 meV
valley splitting = 71.99 meV
population fractions x, y, z = 0.1072, 0.1072, 0.7857
response fraction c = 0.1137, kT*chi/n = 0.9372
z fraction at field 3e5 V/m, density 1e13 1/m^2 = 0.3366
tau2/tau4: formula = 1.2849, wavefunctions = 1.2849
critical tau2/tau4 for transverse sign change = 1.1144
PIEZORESISTANCE (unit 1e-11 1/Pa)
bulk: pi_L = -81.23, pi_T = 40.62
bulk direct: pi_L = -81.23, pi_T = 40.62
layer, equal times: pi_L = -27.89, pi_T = 3.58
layer, unequal times: pi_L = -29.58, pi_T = -4.28
layer/bulk pi_L: equal = 0.343, unequal = 0.364
2D, imbalance removed: pi_L = -81.23, pi_T = 40.61
energy offset used to remove imbalance = 53.53 meV
[110] stress: bulk = -20.31, equal = -12.16, unequal = -16.93
TRANSFER TERMS (unit 1e-11 1/Pa): L via z, L via y, T via z, T via y
bulk: -40.62, -40.62, -0.00, 40.62
equal: -24.32, -3.58, -0.00, 3.58
unequal: -26.70, -2.88, -7.16, 2.88
FIELD SCAN: equal-time formula, then full intravalley acoustic model
field V/m | z fraction | pi_L, pi_T | mobility ratio | full pi_L, pi_T
1e+07 | 0.4421 | -68.69, 26.77 | 1.0775 | -69.47, 21.83
2e+07 | 0.5464 | -56.75, 17.01 | 1.1318 | -58.00, 9.77
3e+07 | 0.6404 | -45.68, 10.40 | 1.1717 | -47.09, 2.62
5e+07 | 0.7857 | -27.89, 3.58 | 1.2225 | -29.12, -2.69
1e+08 | 0.9465 | -7.17, 0.22 | 1.2700 | -7.59, -1.73
(piezoresistance in scan: 1e-11 1/Pa; mobility ratio: z pair / light x,y)
\end{verbatim}
